# The Magnetic Force Theorem: Proof, Conditions and Second-Order Errors

## 1. One electron on one site

Take one electron in one orbital, with spin vector \(\mathbf m=\langle\boldsymbol\sigma\rangle\) of length 1. The one-body Hamiltonian is \(h=g\sigma_z\), a fixed field along \(z\). The interaction energy is modelled by \(F=-\tfrac I4|\mathbf m|^2\), with \(0<g<I/2\). Hold the spin at angle \(\theta\) from \(z\), along

\[
\mathbf e=(\sin\theta,0,\cos\theta),\qquad \mathbf t=\frac{d\mathbf e}{d\theta}=(\cos\theta,0,-\sin\theta).
\]

The total energy and its derivative are

\[
E(\theta)=g\cos\theta-\tfrac I4,\qquad \frac{dE}{d\theta}=-g\sin\theta .
\]

Now find the effective field \(\mathbf w\) for which \(h+\mathbf w\cdot\boldsymbol\sigma\) has this spin in its ground state. The interaction supplies \(\mathbf B=\partial F/\partial\mathbf m=-\tfrac I2\mathbf e\). Since \(\hat{\mathbf z}=\cos\theta\,\mathbf e-\sin\theta\,\mathbf t\), the fixed field has a component \(-g\sin\theta\,\mathbf t\) that would turn the spin. A constraining field \(\mathbf b=g\sin\theta\,\mathbf t\) must cancel it. Hence

\[
\mathbf w=-\tfrac I2\mathbf e+g\sin\theta\,\mathbf t,\qquad g\hat{\mathbf z}+\mathbf w=-\lambda\mathbf e,\quad \lambda=\tfrac I2-g\cos\theta>0 .
\]

The occupied level has spin along \(\mathbf e\). Rotate \(\mathbf w\) rigidly, with its two coefficients frozen. Because \(d\mathbf t/d\theta=-\mathbf e\), first-order perturbation theory gives

\[
\frac{d\varepsilon}{d\theta}=\mathbf e\cdot\frac{d\mathbf w}{d\theta}
=\mathbf e\cdot\left(-\tfrac I2\mathbf t-g\sin\theta\,\mathbf e\right)=-g\sin\theta .
\]

This is the derivative of the total energy, and it comes wholly from rotating \(\mathbf b\). Had only \(\mathbf B\) been rotated, the result would have been \(-\tfrac I2\,\mathbf e\cdot\mathbf t=0\).

The agreement stops at first order. At \(\theta=0\) the constraining field vanishes, and after a frozen turn \(\delta\) the level is

\[
\varepsilon(\delta)=-\left|g\hat{\mathbf z}-\tfrac I2\mathbf e(\delta)\right|=-\sqrt{g^2+\tfrac{I^2}{4}-gI\cos\delta}.
\]

The first derivative of the radicand is zero at \(\delta=0\), its second is \(gI\), and the root there is \(I/2-g\). Therefore

\[
\varepsilon''(0)=-\frac{gI}{2(I/2-g)}=-\frac{g}{1-2g/I},\qquad E''(0)=-g .
\]

The two curvatures approach each other only when \(g\ll I/2\).

## 2. Setting and statement

Atomic units are used in the algebra. The variables are the electron density \(n(\mathbf r)\) and the spin density \(\mathbf m(\mathbf r)\), the latter being the expectation of \(\boldsymbol\sigma\), so that its integral counts Bohr magnetons. Write

\[
E[n,\mathbf m]=T_s[n,\mathbf m]+F[n,\mathbf m].
\]

\(T_s\) is the least expectation value of a one-body operator \(h\) among non-interacting states with the given densities. \(h\) contains the kinetic energy, spin-orbit coupling and any real magnetic field; it is never rotated. \(F\) contains the energy in the scalar external potential, the Hartree energy and the exchange-correlation energy. Let

\[
v=\frac{\delta F}{\delta n},\qquad \mathbf B=\frac{\delta F}{\delta\mathbf m}.
\]

**Assumptions.** The spin directions \(\mathbf e(\mathbf r)\) are prescribed, and the energy is minimised over \(n\) and \(|\mathbf m|\). The minimum varies smoothly with the directions. The occupied levels are separated by a gap from the empty ones (metals follow in part 3). \(F\) is unchanged when \(\mathbf m\) undergoes the rotation considered, with \(n\) and \(|\mathbf m|\) fixed.

**Theorem.** Let \(\delta\boldsymbol\varphi(\mathbf r)\) be an infinitesimal rotation of the prescribed directions. Then

\[
dE=d\Big(\sum_{\rm occ}\varepsilon_i\Big)_{\rm frozen},
\]

where on the right \(v\) is kept and the whole spin field \(\mathbf w=\mathbf B+\mathbf b\), constraining field included, is rotated without further change.

## 3. Proof

**The constrained state.** The spin density must have no component perpendicular to \(\mathbf e\). Lagrange multipliers for this condition form a field \(\mathbf b(\mathbf r)\perp\mathbf e(\mathbf r)\), and the quantity made stationary is \(E+\int\mathbf b\cdot\mathbf m\). Varying the orbitals gives one-electron equations with Hamiltonian

\[
h+v+\mathbf w\cdot\boldsymbol\sigma,\qquad \mathbf w=\mathbf B+\mathbf b,\qquad \mathbf b\cdot\mathbf m=0 .
\]

**Energy in terms of eigenvalues.** Let \(A=\sum_{\rm occ}\varepsilon_i\). Each eigenvalue contains the potential energy of its electron, so \(A=T_s+\int(vn+\mathbf w\cdot\mathbf m)\), and

\[
E=A-\int(vn+\mathbf w\cdot\mathbf m)+F. \tag{1}
\]

**Change of the eigenvalue sum.** With \(d\varepsilon_i=\langle i|dv+d\mathbf w\cdot\boldsymbol\sigma|i\rangle\), summation over occupied states gives

\[
dA=\int(n\,dv+\mathbf m\cdot d\mathbf w). \tag{2}
\]

For a metal at temperature \(T\), replace \(A\) by the band free energy \(\sum_i f_i\varepsilon_i-TS\), and let \(T_s\) and \(E\) include \(-TS\). The extra terms in \(dA\) are \(\sum_i(\varepsilon_i-T\,\partial S/\partial f_i)\,df_i\). For Fermi occupations \(T\,\partial S/\partial f_i=\varepsilon_i-\mu\), so they sum to \(\mu\sum_i df_i\), which vanishes at fixed electron number. Equation (2) therefore still holds.

**True change of energy.** When the directions turn, the self-consistent densities and potentials all respond. Differentiate (1), using (2) and \(dF=\int(v\,dn+\mathbf B\cdot d\mathbf m)\):

\[
\begin{aligned}
dE={}&\int(n\,dv+\mathbf m\cdot d\mathbf w)\\
&-\int(n\,dv+v\,dn+\mathbf m\cdot d\mathbf w+\mathbf w\cdot d\mathbf m)\\
&+\int(v\,dn+\mathbf B\cdot d\mathbf m)
=-\int\mathbf b\cdot d\mathbf m .
\end{aligned}
\]

The changes of potential cancel, and so does the change of charge. The spin density changes by rotation and by length:

\[
d\mathbf m=\delta\boldsymbol\varphi\times\mathbf m+\mathbf e\,d|\mathbf m| .
\]

Since \(\mathbf b\cdot\mathbf e=0\), the change of length contributes nothing. The cyclic rule for the triple product gives \(\mathbf b\cdot(\delta\boldsymbol\varphi\times\mathbf m)=\delta\boldsymbol\varphi\cdot(\mathbf m\times\mathbf b)\), hence

\[
dE=\int\delta\boldsymbol\varphi\cdot(\mathbf b\times\mathbf m). \tag{3}
\]

**Frozen change.** Now set \(dv=0\) and \(d\mathbf w=\delta\boldsymbol\varphi\times\mathbf w\) in (2):

\[
dA_{\rm frozen}=\int\mathbf m\cdot(\delta\boldsymbol\varphi\times\mathbf w)
=\int\delta\boldsymbol\varphi\cdot(\mathbf b\times\mathbf m)+\int\delta\boldsymbol\varphi\cdot(\mathbf B\times\mathbf m). \tag{4}
\]

Invariance of \(F\) under this rotation means

\[
0=\int\mathbf B\cdot(\delta\boldsymbol\varphi\times\mathbf m)=-\int\delta\boldsymbol\varphi\cdot(\mathbf B\times\mathbf m),
\]

so the last term of (4) is zero and (4) equals (3). This proves the theorem.

**Where the invariance holds.** In the local spin-density approximation the exchange-correlation energy depends at each point on \(n\) and \(|\mathbf m|\). Then \(\mathbf B\) is parallel to \(\mathbf m\) at every point, and any rotation field is allowed. For a functional that also depends on relative spin directions at different places, a non-uniform rotation generally changes \(F\), and

\[
dA_{\rm frozen}-dE=\int\delta\boldsymbol\varphi\cdot(\mathbf B\times\mathbf m). \tag{5}
\]

**Unconstrained states.** If the reference is stationary without a constraint, \(\mathbf b=0\) and both sides of the theorem vanish. The first-order theorem then says nothing about the stiffness against rotation; that is a second-order question, treated in parts 5 and 6.

## 4. A film with two atoms per cell

The numerical example is a square monolayer with nearest neighbours 2.9 Å apart. The cell holds two atoms, arranged like the two colours of a chessboard, with five \(d\) orbitals and seven \(d\) electrons per atom. Nearest-neighbour hopping energies are \(-0.36\), \(0.24\) and \(-0.06\) eV for \(\sigma\), \(\pi\) and \(\delta\) bonds. Second neighbours have the same values times \(2^{-5/2}\). Spin-orbit coupling is \(\xi\,\mathbf L\cdot\mathbf S\) with \(\xi=0.06\) eV, and

\[
F=\sum_i\left[\tfrac U2(n_i-7)^2-\tfrac I4|\mathbf m_i|^2\right],\qquad U=2\ \text{eV},\ I=1\ \text{eV}.
\]

This \(F\) is invariant under separate rotation of each site and plays the part of the local spin-density approximation. The electrons are at 300 K, so \(A\) is the band free energy. The Brillouin zone of the one-atom cell is sampled by \(20\times20\) points unless stated otherwise. Angles are measured from the film normal, in the vertical plane that contains a nearest-neighbour bond; "in-plane" means along that bond unless stated otherwise. Charges, moments and constraining fields are iterated to self-consistency, and derivatives are taken by central differences with steps of 0.02 and 0.04 rad.

**Exchange.** Hold atom 1 at 40° and atom 2 at 60°, and turn atom 2. The self-consistent energy and the frozen band energy both have derivative 131.75 meV/rad per cell. Equation (3) gives the same number from the constraining field: on atom 2 it is 43.96 meV, and multiplied by a moment of 2.997 \(\mu_B\) it yields 131.75 meV. The sign is positive, so opening the angle further costs energy: at this angle the pair is drawn towards parallel alignment. The mesh matters little here: without spin-orbit coupling, going to \(40\times40\) points raises the derivative by about 0.2 meV/rad and the curvatures of part 6 by less than 1 meV/rad².

For finite turns the error, defined as true minus frozen energy change, is:

| Turn (rad) | True change (meV) | Error (meV) |
|---|---|---|
| 0.02 | 2.710 | 0.0107 |
| 0.04 | 5.569 | 0.0426 |

Doubling the turn multiplies the error by 3.99, as a quadratic remainder requires. Relative to the true change, the error is 0.4 % and 0.8 %. Relative to what lies beyond the linear term it is larger. At 0.02 rad the linear term is \(131.75\times0.02=2.635\) meV, leaving 0.075 meV, of which the frozen calculation misses about 14 %.

**An insulator.** With five electrons per atom, \((n_i-5)^2\) in \(F\), and a \(12\times12\) mesh, the same canted pair has a gap of 2.67 eV (2.59 eV with \(28\times28\) points, and 2.575 eV on a \(48\times48\) mesh that includes the symmetry points). The plain sum of occupied eigenvalues can now be used. It and the self-consistent energy both give \(-71.95\) meV/rad. The negative sign means that at this filling the energy falls as the pair opens.

**A functional that breaks the condition.** Return to seven electrons, keep the \(12\times12\) mesh, and add \(-G\,\mathbf m_1\cdot\mathbf m_2\) to \(F\), with \(G=0.02\) eV. This term changes when one atom is turned alone. The true derivative is 194.26 meV/rad, but the frozen one is 132.81 meV/rad. A \(28\times28\) mesh lowers both by about 0.2 meV/rad and leaves their difference unchanged.

The difference, \(-61.45\) meV/rad, follows from (5). For a turn of atom 2 the right side is \(-m_2\,\mathbf B_2\cdot\mathbf t_2\). The added term contributes \(-G\mathbf m_1\) to \(\mathbf B_2\), and \(\mathbf e_1\cdot\mathbf t_2=\sin(40^\circ-60^\circ)=-\sin20^\circ\). The prediction is

\[
-Gm_1m_2\sin20^\circ\approx-0.02\times9\times0.342\ \text{eV}=-62\ \text{meV},
\]

with the moments rounded to 3. Using the computed moments gives \(-61.45\) meV. The frozen rotation has missed the direct energy cost of the intersite term.

## 5. Finite uniform rotation: anisotropy

Let the reference be unconstrained, with potential \(W_0\) and densities \(\rho_0=(n_0,\mathbf m_0)\). Write \(\int W\rho\) for \(\int(vn+\mathbf w\cdot\mathbf m)\). Rotate the potential by a finite \(R\), so \(W'=RW_0\), and let \(\rho'\) be the density of the occupied states in \(W'\). Equation (1) applied to both states gives

\[
E[\rho']-E[\rho_0]=\Delta A-\int W'\rho'+\int W_0\rho_0+F[\rho']-F[\rho_0].
\]

A joint rotation changes neither \(\int W_0\rho_0=\int W'(R\rho_0)\) nor \(F[\rho_0]=F[R\rho_0]\). Hence

\[
E[\rho']-E[\rho_0]-\Delta A=F[\rho']-F[R\rho_0]-\int W'(\rho'-R\rho_0). \tag{6}
\]

Because \(\mathbf b=0\), \(W'\) is the derivative of \(F\) at \(R\rho_0\). The right side therefore has no linear term in \(\rho'-R\rho_0\). For the quadratic \(F\) of the film it equals

\[
\sum_i\left(\tfrac U2\,\delta n_i^2-\tfrac I4|\delta\mathbf m_i|^2\right),
\]

with \(\delta n_i\) and \(\delta\mathbf m_i\) the site components of \(\rho'-R\rho_0\).

For a uniform rotation and an \(h\) without spin-orbit coupling or a real magnetic field, \(h\) commutes with \(R\), and \(\rho'=R\rho_0\). In the film the density difference thus arises from spin-orbit coupling alone. This is why a 90° turn can be treated although the theorem is of first order: the small quantity is the density difference, not the angle.

Equation (6) concerns the output density \(\rho'\). In the film the in-plane direction is also stationary by symmetry, so the relaxed in-plane energy differs from \(E[\rho']\) by a further term of second order in the remaining density difference.

On the \(20\times20\) mesh, the in-plane minus normal energy of the film is \(-0.0081\) meV per atom, or \(-0.015\) mJ/m², from both the self-consistent and the frozen calculation. This mesh is too coarse for the anisotropy itself (part 7), but it serves to compare the two routes. The moment differs from the rotated one by \(9.0\times10^{-5}\,\mu_B\). It is this rigid because the majority band is full. With \(I=0.4\) eV the moment drops to 2.85 \(\mu_B\), and on a \(40\times40\) mesh the frozen and self-consistent anisotropies, \(-0.0817\) and \(-0.0826\) meV per atom, differ by about 1 %. The estimate that follows is for \(I=1\) eV. By symmetry each atom keeps seven electrons, so the remainder per atom is

\[
-\tfrac14(9.0\times10^{-5})^2\ \text{eV}\approx-2.0\times10^{-6}\ \text{meV}.
\]

The derivative with both spins at 45° is \(-0.0068\) meV/rad per atom, again by both routes. If the anisotropy were \(K_1\sin^2\theta+K_2\sin^4\theta\), its derivative \(\sin2\theta\,(K_1+2K_2\sin^2\theta)\) at 45° would be \(K_1+K_2\), the full energy difference. The values \(-0.0068\) and \(-0.0081\) differ, so higher terms matter at this mesh.

## 6. Curvature about a collinear state

The energy of small relative turns about a collinear state can be estimated from frozen rotations. The error of that estimate can be derived. Omit spin-orbit coupling, let all moments lie along \(z\) with \(\mathbf w_i=B_i\hat{\mathbf z}\), and let \(\chi_{ij}\) be the transverse response, \(\delta m_i^x=\sum_j\chi_{ij}\,\delta w_j^x\).

**Frozen rotation.** Turning the field on site \(i\) by \(\theta_i\) gives, to second order, \(\delta w_i^x=B_i\theta_i\) and \(\delta w_i^z=-\tfrac12B_i\theta_i^2\). Integrating (2),

\[
\Delta A=\tfrac12\sum_{ij}\theta_iB_i\chi_{ij}B_j\theta_j-\tfrac12\sum_im_iB_i\theta_i^2 .
\]

**Constrained rotation.** The moments must satisfy \(\delta m_i^x=m_i\theta_i\), which requires \(\delta w_i^x=\sum_j(\chi^{-1})_{ij}m_j\theta_j\). Of this, \(B_i\theta_i\) comes from \(F\), and the rest is \(b_i^x\). Inserting it in \(dE=-\sum_ib_i^xm_i\,d\theta_i\) and integrating,

\[
\Delta E=\tfrac12\sum_im_iB_i\theta_i^2-\tfrac12\sum_{ij}\theta_im_i(\chi^{-1})_{ij}m_j\theta_j .
\]

**Two equivalent atoms turned oppositely.** Put \(\chi_s=\chi_{11}-\chi_{12}\) and \(M=-mB\), which is positive because \(B=-Im/2\). The curvatures per atom are

\[
A_s=B^2\chi_s+M,\qquad K=-M-\frac{m^2}{\chi_s}.
\]

The first gives \(\chi_s=(A_s-M)/B^2\). With \(m^2B^2=M^2\),

\[
K=-M-\frac{M^2}{A_s-M}=\frac{-MA_s}{A_s-M}=\frac{A_s}{1-A_s/M}. \tag{7}
\]

The curvatures of part 1 obey the same relation, with \(M=I/2\).

In the film, \(m=3\,\mu_B\) gives \(M=\tfrac12\times1\times9=4.5\) eV. The frozen curvature is 650.8 meV/rad², so

\[
K=\frac{650.8}{1-0.6508/4.5}=760.8\ \text{meV/rad}^2 .
\]

Direct self-consistent energies at opposite turns of 0.05 and 0.10 rad, with the quartic term eliminated, also give 760.8 meV/rad². The frozen value is 14 % below this. By (7) the shortfall relative to \(K\) is \(A_s/M\), so the frozen curvature is good when \(A_s\) is small compared with \(M\).

## 7. The model beside a real film

The exchange parameter, spin-orbit strength and moment near \(3\,\mu_B\) are in the rough range of a thin iron film. The anisotropy is not a prediction for one. Interfaces between iron-based films and oxides used in magnetic memory have anisotropies of roughly 1 mJ/m². In magnitude the model gives 0.015 mJ/m² on the \(20\times20\) mesh and 0.14 mJ/m² once the mesh is converged.

The small model value is also fragile. Starting from \(-0.0068\) meV/rad per atom at 45°, and changing one setting at a time, the derivative becomes:

- \(-0.074\) with a \(40\times40\) mesh;
- \(-0.17\) with electrons at 600 K;
- \(-1.95\) with an added crystal field \(0.05\,L_z^2\) eV (\(-2.02\) on an \(80\times80\) mesh).

The original mesh is therefore not converged for anisotropy. With \(80\times80\) or \(160\times160\) points, frozen rotations at 300 K give a derivative of \(-0.072\) meV/rad and an in-plane minus normal energy of \(-0.075\) meV per atom, about nine times the \(20\times20\) value. The in-plane direction also matters: along the diagonal of the square lattice the converged difference is \(-0.089\) meV per atom, or 0.17 mJ/m² in magnitude. At 600 K the derivative on these meshes is \(-0.175\) meV/rad, so part of the change in the second item is mesh error and not an effect of temperature. The theorem still holds on the coarse \(20\times20\) mesh, because both sides refer to the same discrete model. Of the three changes listed, the crystal field matters most, and real surfaces and interfaces do have one; its size and sign depend on the neighbouring layers.

The magnetic dipole interaction, also absent from the model, adds \(-0.13\) meV per atom to the in-plane minus normal energy, from a direct lattice sum with moments of \(3\,\mu_B\). In magnitude this exceeds the model's own anisotropy, even the converged 0.075 to 0.089 meV. The \(s\) and \(p\) bands, the substrate and thermal disorder of the spins are left out and have not been sized. Agreement between frozen and self-consistent energies shows that the theorem works within a model; it does not show that the model describes the film.
